Coloured noise against resonance in multiple-time-step molecular dynamics

**1. Definitions and conventions**

Coordinates are mass-weighted: the kinetic energy is p²/2 and a harmonic force constant is a squared frequency. Units are Hartree atomic units (a.u.), nuclei are classical, and kT is the thermal energy.

In first-principles dynamics the force can be split into a cheap part, from an inexpensive electronic-structure level, and a correction, the expensive force minus the cheap one. The cheap part is evaluated at every inner step δ, the correction once per outer step Δt = nδ. Near a minimum, one stiff mode feels

fast force = −Ω²q,  slow force = −κq.

"Slow" means rarely evaluated: the correction also acts on the stiff mode. If the cheap level is too stiff, κ is negative. The target variances are ⟨q²⟩ = kT/(Ω² + κ) and ⟨p²⟩ = kT.

One outer step is a half-kick p → p − κΔt q/2, then motion under the fast force for a time Δt, then a second half-kick. The analysis takes the inner motion in the limit δ → 0, so that all errors come from the outer step.

The example has round model parameters: Ω = 0.015, κ = 0.0015² = 2.25×10⁻⁶, kT = 0.001 hartree (316 K). The half period π/Ω is 209.44 a.u., or 5.07 fs.

**2. The resonance by hand**

Without a thermostat, and with θ = ΩΔt, the fast motion maps (q, p) by

E = [[cos θ, sin θ/Ω], [−Ω sin θ, cos θ]].

With B = [[1, 0], [−κΔt/2, 1]] for the half-kick, the step is M = BEB. A trace is unchanged by cyclic reordering, so tr M = tr(B²E). The factor B² subtracts κΔt times the first row of E from the second. Hence

½ tr M = cos θ − ε sin θ,  ε = κΔt/(2Ω).

Each factor has determinant 1, so the two eigenvalues of M, called multipliers, have product 1. If |½ tr M| < 1 they lie on the unit circle and the motion is bounded. If |½ tr M| > 1 they are real, ±e^{±μ} with cosh μ = |½ tr M|, and one grows.

Take κ > 0. At the lower edge of the first unstable strip ½ tr M = −1. Using 1 + cos θ = 2cos²(θ/2) and sin θ = 2 sin(θ/2)cos(θ/2),

cos(θ/2) [cos(θ/2) − ε sin(θ/2)] = 0.

The roots are θ = π and θ = π − 2 arctan ε, and the strip lies between them. To find the strongest growth at given ε, write

cos θ − ε sin θ = √(1+ε²) cos(θ + arctan ε).

The largest magnitude is √(1+ε²) = cosh μ, so sinh μ = ε, reached at θ = π − arctan ε.

In the example the strip runs from Δt = 207.37 to 209.44 a.u. At the worst step, 208.40 a.u.,

ε = 2.25×10⁻⁶ × 208.40 / 0.030 = 0.0156.

The amplitude grows by a factor e in about 1/0.0156 = 64 outer steps. The strip is narrow, but a molecule has many stiff modes, and longer steps meet further strips near θ = 2π, 3π and so on.

The growth rate per unit time is μ/Δt ≈ ε/Δt = κ/(2Ω), independent of Δt. A friction Γ acting on p damps the amplitude of a weakly damped oscillator at the rate Γ/2. For this single mode, this suggests the requirement Γ > κ/Ω at the frequency Ω. Section 5 derives it.

**3. A thermostat that acts at high frequency**

Add one auxiliary momentum s, driven by the same white noise ξ(t) as p, where ⟨ξ(t)ξ(t′)⟩ = δ(t−t′):

ṗ = force − γp − √(γα) s + √(2kTγ) ξ
ṡ = −√(γα) p − αs + √(2kTα) ξ.

For the part of s caused by p, a Laplace transform with variable z gives s = −√(γα) p/(z+α). Inserted in the first equation, this makes the friction force −K(z)p with

K(z) = γ − γα/(z+α) = γz/(z+α).

At z = iω,

K(iω) = γ(ω² + iαω)/(ω² + α²).

The real part dissipates energy:

Γ(ω) = γω²/(ω² + α²).

It rises from zero as ω² and saturates at γ. The noise on p is filtered in the same way: its direct part plus the part passed on by s is √(2kTγ) ξ [1 − α/(iω+α)] = √(2kTγ) ξ iω/(iω+α). Its spectrum is 2kTΓ(ω), as thermal equilibrium at temperature T requires.

The thermostat step has a closed form. Let P = (p, s), v = (√γ, √α) and Λ = v·v = γ + α. The friction matrix is A = vvᵀ, and A² = ΛA. Summing the exponential series gives

e^{−Aδ} = 1 − (1−f) vvᵀ/Λ,  f = e^{−Λδ}.

To keep the covariance kT·1 unchanged, the noise must supply kT(1 − e^{−2Aδ}) = kT(1−f²)vvᵀ/Λ. This has rank one, so one standard Gaussian number R suffices:

P → P + v [ −(1−f)(v·P)/Λ + √(kT(1−f²)/Λ) R ].

**4. The stochastic transfer matrix**

For x = (q, p, s), the motion between kicks is ẋ = Gx + noise, with

G = [[0, 1, 0], [−Ω², −γ, −√(γα)], [0, −√(γα), −α]].

The noise has covariance rate D, which is 2kT vvᵀ in the momentum block and zero elsewhere. With E = e^{GΔt}, and B now the 3×3 half-kick, an outer step is

x′ = Mx + η,  M = BEB,
⟨ηηᵀ⟩ = Q = B [∫₀^Δt e^{Gt} D e^{Gᵀt} dt] Bᵀ.

The first half-kick acts before the noise enters, which is why Q contains only the second. The mean of x dies out from every start if the spectral radius ρ(M), the largest modulus of a multiplier, is below 1. Since η is independent of the earlier x, the stationary covariance C obeys

C = MCMᵀ + Q.

These are nine linear equations for the entries of C. They give the sampling error without a trajectory.

The integral need not be done numerically here. Put C_f = kT diag(1/Ω², 1, 1). Multiplying out gives GC_f + C_fGᵀ = −D, so C_f is stationary under the fast flow, and the noise accumulated in Δt must be C_f − EC_fEᵀ.

**5. The stability threshold**

M has the same multipliers as B²E, because BMB⁻¹ = B²E. Let e_q and e_p be unit vectors, so that B² = 1 − κΔt e_p e_qᵀ. The rule det(X + abᵀ) = det X · (1 + bᵀX⁻¹a) gives

det(λ−M) = det(λ−E) · {1 + κΔt [E(λ−E)⁻¹]_qp}.

Write λ = e^{iωΔt} and Y = (iω − G)Δt. Then E(λ−E)⁻¹ = (e^Y − 1)⁻¹. The pole expansion, summed symmetrically over all integers m, is

1/(e^y − 1) = −½ + Σ_m 1/(y + 2πim).

The constant −½ multiplies the unit matrix and has no qp entry. Therefore

det(λ−M)/det(λ−E) = 1 + κ Σ_m χ(ω + 2πm/Δt),

where χ(ω) = [(iω−G)⁻¹]_qp is the response of q to a unit force. From iωq = p and iωp = −Ω²q − K(iω)p + 1,

χ(ω) = 1/[Ω² − ω² + iωK(iω)].

Periodic kicks thus connect all frequencies that differ by a multiple of 2π/Δt. A multiplier passes through −1 when the right side vanishes at ω = π/Δt, and through +1 when it vanishes at ω = 0. The connected frequencies are then the odd or the even multiples of π/Δt.

Suppose ωₙ = nπ/Δt is close to Ω. The terms at ωₙ and −ωₙ are complex conjugates and dominate the sum. With Ω² − ωₙ² ≈ 2Ω(Ω−ωₙ) and Γ = Γ(Ω),

χ(ωₙ) ≈ 1/(2Ων + iΩΓ),  ν = Ω − ½ Im K(iΩ) − ωₙ,

Re χ = (1/Ω) · 2ν/(4ν² + Γ²).

The extremes, at ν = ∓Γ/2, are ∓1/(2ΩΓ). Requiring 1 + 2κ Re χ > 0 for every detuning ν, with either sign of κ, gives

Γ(Ω) > |κ|/Ω.

This is a leading-order result for small |κ|/Ω², Γ/Ω, ΓΔt and |κ|Δt/Ω. In this regime a complex pair of multipliers has modulus near e^{−ΓΔt/2} and stays inside the circle. For stronger coupling these estimates need not hold, and ρ(M) must be computed.

In the example the threshold is 2.25×10⁻⁶/0.015 = 1.50×10⁻⁴ a.u. Bisection on the friction, with ρ(M) evaluated on a fine grid of steps around each resonance and α = Ω, gives 1.51×10⁻⁴ for n = 1, 2 and 3. For κ of opposite sign and n = 1 it gives 1.52×10⁻⁴. The differences from the formula are comparable with the neglected ratio κ/Ω² = 0.01.

**6. The sampling error**

A stable step can still sample badly. Near a resonance write

q = X cos ωₙt + Y sin ωₙt,  p ≈ Ω(−X sin ωₙt + Y cos ωₙt).

At the kicks the sines vanish, so q = ±X and p = ±ΩY with a common sign.

Between kicks the mode has a complex frequency. Put z = iΩ + ζ in z² + zK(z) + Ω² = 0 and keep first order: 2iΩζ + iΩK(iΩ) = 0, so ζ = −K(iΩ)/2. The amplitude decays at Γ/2, and the frequency shifts by −½ Im K(iΩ), which is the shift contained in ν. A kick changes Y by −κΔt X/Ω; spread over Δt this is a rate −2gX with g = κ/(2Ω). Thus

Ẋ = −ΓX/2 + νY + noise
Ẏ = −ΓY/2 − (ν+2g)X + noise.

Without kicks both variances must equal T₀ = kT/Ω² and X and Y must be uncorrelated, so each noise feeds its variance at the rate ΓT₀ and the two noises are uncorrelated. Let a = ⟨X²⟩, b = ⟨Y²⟩ and c = ⟨XY⟩. In the stationary state

0 = −Γa + 2νc + ΓT₀
0 = −Γb − 2(ν+2g)c + ΓT₀
0 = −Γc + νb − (ν+2g)a.

The first two give a = T₀ + 2νc/Γ and b = T₀ − 2(ν+2g)c/Γ. Inserted in the third,

Γc = −2gT₀ − 4ν(ν+2g)c/Γ,

so c = −2gΓT₀/S with S = Γ² + 4ν(ν+2g). Hence

Ω²⟨q²⟩/kT = 1 − 4gν/S
⟨p²⟩/kT = 1 + 4g(ν+2g)/S.

Both are variances at the kicks, that is, at the ends of outer steps. During a step the fast motion turns X into Y and back, so positions averaged over the inner steps have the variance (a+b)/2 in this approximation. The errors below refer to the kicks.

The smallest S, at ν = −g, is Γ² − 4g². It is positive if Γ > 2|g| = |κ|/Ω, the threshold again.

For κ > 0, differentiating ν/S gives the condition Γ² − 4ν² = 0. At ν = −Γ/2, S = 2Γ(Γ−2g), and the error of ⟨q²⟩ is g/(Γ−2g). With r = κ/(ΩΓ) = 2g/Γ,

largest relative variance error = r/[2(1−r)].

The momentum reaches the same value at ν + 2g = Γ/2. At threshold, r = 1, the error diverges. Where this weak-coupling formula holds, an error e needs r = 2e/(1+2e); one percent then requires r ≈ 0.02, a friction about 51 times the threshold. In the example that friction would be about Ω/2, which is no longer weak, and the error must be taken from the covariance equation. For α = Ω and steps 1 a.u. apart from 20 to 699 a.u., that equation gives a largest error of ⟨q²⟩ at the kicks, relative to kT/(Ω² + κ), of 2.1% at this friction. Values of γ up to 0.15, or 500 times the threshold friction, were tried, and none brought it below 1.7%. Averaged over the inner steps, the largest error is already below 1.5% at ten times the threshold. Stability thus needs much less friction than accurate sampling at the kicks.

For |ν| much larger than Γ and g, still near one resonance, the error of ⟨q²⟩ tends to −g/ν. This contains no Γ: it is the ordinary error of the splitting, and a friction that stays small compared with |ν| hardly changes it.

**7. The price at low frequency**

Consider a soft mode of frequency ω_L ≪ α whose whole restoring force comes from the outer kicks. For small z, K(z) ≈ γz/α − γz²/α². For outer steps short on the scale of this mode, its motion follows

(1 + γ/α) z² − γz³/α² + ω_L² = 0.

The first term shows an inertia increased by the factor m = 1 + γ/α. To leading order z = ±iω_L/√m. The cubic term shifts z by γz²/(2mα²) = −γω_L²/(2m²α²), so the energy decays at the rate

γω_L²/(m²α²).

Friction at low frequency is weak, but the mode oscillates more slowly. The factor m changes the dynamics and not the target distribution: the thermostat preserves ⟨p²⟩ = kT.

The added inertia is a consequence of causality. A memory kernel with dissipation Γ(ω) is k(t) = (2/π)∫₀^∞ Γ(ω) cos ωt dω for t ≥ 0. Since the present Γ tends to γ at high frequency, k contains the instantaneous part 2γδ(t), of which an integral starting at t = 0 counts half. With this convention the Laplace transform is K(z) = (2/π)∫₀^∞ Γ(ω) z/(z²+ω²) dω. If Γ vanishes fast enough at ω = 0, the slope of K at z = 0 is

added inertia = (2/π) ∫₀^∞ Γ(ω)/ω² dω > 0.

For the present kernel the integral gives γ/α. At fixed Γ = Γ(Ω), γ = Γ(Ω²+α²)/Ω², so

γ/α = Γ(1/α + α/Ω²).

Its derivative vanishes at α = Ω, where the added inertia is smallest, 2Γ/Ω = 2κ/(Ω²r). Multiplying by the worst variance error gives

(added inertia) × (worst error) = κ/[Ω²(1−r)].

At weak coupling, accuracy at the kicks is thus paid for in slow-mode inertia. With this kernel at α = Ω, improving both together then takes a smaller κ, which means a cheap force closer to the expensive one. At very strong friction the trade-off ends: in the example, the largest error of ⟨q²⟩ at the kicks rises from 1.7% at γ = 0.045 to 2.1% at γ = 0.15, so there a smaller γ improves both.

**8. Reading the numbers**

Choose α = Ω = 0.015 and γ = 0.003. Then Γ(Ω) = γ/2 = 0.0015, ten times the threshold, so r = 0.1. The predicted worst error is 0.1/(2×0.9) = 5.6%, and the added inertia is 0.003/0.015 = 0.2.

The table gives ρ without and with the thermostat, and the errors of ⟨q²⟩ and ⟨p²⟩ relative to their targets, from the covariance equation.

Δt/a.u. | ρ bare | ρ coloured | q error | p error
50 | 1.000 | 0.967 | 0.10% | −0.10%
100 | 1.000 | 0.935 | 0.44% | −0.43%
150 | 1.000 | 0.904 | 1.3% | −1.2%
208.40 | 1.016 | 0.869 | 6.5% | −4.5%
209.44 | 1.000 | 0.868 | 6.6% | −4.4%
230 | 1.000 | 0.856 | −4.9% | 5.9%
300 | 1.000 | 0.816 | −0.4% | 0.3%
400 | 1.000 | 0.763 | 4.8% | −3.7%
600 | 1.000 | 0.667 | 4.1% | −3.1%

On a grid of steps 0.5 a.u. apart from 20 to 699.5 a.u., the largest coloured ρ is 0.987. With half the critical friction it is 1.024.

For α = Ω, Im K(iΩ) = γ/2 = Γ. At Δt = π/Ω this makes ν = −Γ/2, the worst detuning for q in the resonance formula. The table's 6.6% refers to kT/(Ω²+κ), the formula to kT/Ω². Converting the less rounded value 6.64%, 1.0664/1.01 = 1.056, in agreement with the predicted 5.6%.

The error changes sign across the resonance, as the formulas require. It is small at 300 a.u., between the first two resonances, where the single-resonance formula does not apply. The steps of 400 and 600 a.u. lie a little below the second and third resonances, and the errors there are again several percent.

A harsher case has γ = 0.0006, so r = 0.5, at Δt = π/Ω. The resonance formula gives Ω²⟨q²⟩/kT = 1.50 and the covariance equation 1.51. An ensemble of 20,000 trajectories with 16 inner steps, averaged over 120 outer steps after 120 for equilibration, gives 1.50. This run is stable, yet at the ends of the outer steps its position variance is half as large again as it should be. Averaged over the inner steps, the resonance formulas give (1.50 + 1.00)/2 = 1.25, still a large error.

For a soft mode take ω_L = 5×10⁻⁴ and Δt = 300 a.u. (7.26 fs). The phase and modulus of its multiplier give a frequency of 4.57×10⁻⁴ a.u.; the formula gives 5×10⁻⁴/√1.2 = 4.56×10⁻⁴. The energy damping rate is 2.3×10⁻⁶ a.u. from both, a damping time of 10 ps. The variance errors are 0.3% for q and −0.2% for p.

White noise with the same friction at Ω acts on the soft mode with the full Γ = 0.0015. This exceeds 2ω_L = 0.001, so the mode is overdamped: it no longer oscillates, and creeps back at 1.9×10⁻⁴ a.u. Coloured noise keeps the oscillation, with a frequency 9% too low.

For canonical sampling of this isolated soft mode the comparison is less favourable. White noise relaxes its mean position in roughly 0.13 ps, whereas with coloured noise the amplitude of the oscillation decays in about 21 ps, twice the energy damping time. If soft modes must be thermostatted directly, a small white friction γ₀ can be added to the pp entry of A, with its own independent noise. It raises Γ(ω) by γ₀ at all frequencies. Since A² = ΛA then no longer holds, the closed thermostat step of Section 3 must be replaced by the matrix exponential e^{−Aδ} with noise of covariance kT(1 − e^{−2Aδ}), which takes two Gaussian numbers.

**9. The method in general**

For many coordinates, one outer step is:

1. Half-kick all momenta with the slow force for Δt/2.
2. Repeat n times with δ = Δt/n: fast half-kick, half drift, thermostat step of Section 3 on each momentum with its own s, half drift, fast half-kick.
3. Evaluate the slow force at the new positions and half-kick for Δt/2. This force also serves the next outer step.

To choose the parameters, linearize both forces at a representative minimum. Replace Ω² by the fast Hessian in G and κ by the slow Hessian in B, and give every coordinate its auxiliary momentum. The equations

x′ = Mx + η,  ρ(M) < 1,  C = MCMᵀ + Q

keep their form once overall translations and, for a free molecule, rotations have been projected out. Translations feel no force from either part, and the thermostat of Section 3 conserves the combination √α p − √γ s, noise included. Each translation therefore has two multipliers equal to 1 and no stationary position variance. Rotations need more care: at the minimum only the sum of the fast and slow gradients vanishes, so the two Hessians can act on a rotation with opposite signs. A step with constant Hessians then does not describe free rotation, and rotations must be projected out of both Hessians. The estimate Γ(Ω) > |κ|/Ω supplies a starting value for each stiff mode; the covariance equation then gives the sampling error at the intended outer step, which decides whether the parameters are acceptable.

The scalar threshold assumes that the slow force does not mix the modes, whether stiff or soft. If it does, the kicks couple different modes and the full M must be examined. The weak friction at low frequency can then be a drawback. Take the stiff mode and the soft mode of Section 7 with γ = 0.003, α = Ω and ω_L = 5×10⁻⁴, and let the slow Hessian have the diagonal elements κ and ω_L² and the off-diagonal element 6×10⁻⁷ a.u. The full Hessian is positive definite, yet ρ(M) is 1.0045 at Δt = 424 a.u., where 2π/Δt is close to the sum of the two mode frequencies. A white friction γ₀ = 3×10⁻⁵ a.u. on both modes brings ρ(M) below 1 on a grid of steps 1 a.u. apart from 20 to 699 a.u. The linear analysis also leaves out anharmonicity, changes of the Hessians along the trajectory, and force errors from incomplete electronic convergence. It identifies steps that fail already in the harmonic problem; for a step that passes, observables of the real system must still be compared with those from a shorter outer step.
